# Comment on the WKB prefactor of the ground tunnelling doublet

**The argument under review**

The manuscript considers a particle of mass \(m\) in a smooth symmetric double well \(V(x)\), with minima at \(\pm a\), \(V(\pm a)=0\) and \(V''(\pm a)=m\omega^2>0\). For the splitting \(\Delta=E_--E_+\) of the lowest even and odd levels it uses

\[
\Delta_{\rm WKB}=\frac{\hbar\omega}{\pi}e^{-\theta},\qquad
\theta=\frac1\hbar\int_{-b}^{b}\sqrt{2m(V-E)}\,dx,\qquad E=\frac{\hbar\omega}{2}, \tag{1}
\]

where \(\pm b\) are the inner turning points. The authors reason as follows. WKB wave functions have relative errors of order \(\hbar\), so (1) must be the leading term of \(\Delta\) as \(\hbar\to0\). Any difference from the instanton formula must then vanish in that limit. As support they take a barrier for which (1) lies closer to the numerical splitting than the instanton formula does.

The numerical observation can be correct, but the inference from it is not. Two questions have to be separated: what (1) becomes as \(\hbar\to0\), and whether the wave function behind it has the claimed accuracy. Throughout, the limit means \(\ell/a\to0\) at fixed potential shape, where \(\ell=\sqrt{\hbar/m\omega}\) is the oscillator length.

**What formula (1) assumes**

Let \(\psi_\pm\) be the real normalized even and odd states. Multiply the Schrödinger equation for \(\psi_-\) by \(\psi_+\), and the reverse, and subtract:

\[
(\psi_+\psi_-'-\psi_-\psi_+')'=-\frac{2m}{\hbar^2}\Delta\,\psi_+\psi_- .
\]

Integrate from \(0\) to \(\infty\). The bracket vanishes at infinity, and \(\psi_-(0)=\psi_+'(0)=0\), so

\[
\psi_+(0)\psi_-'(0)=\frac{2m}{\hbar^2}\Delta\int_0^\infty\psi_+\psi_-\,dx .
\]

Choose signs so that both states are positive in the right well. There they coincide up to exponentially small terms, and the integral is \(1/2\). The state localized on the right is \(\psi=(\psi_++\psi_-)/\sqrt2\), so \(\psi_+(0)=\sqrt2\,\psi(0)\) and \(\psi_-'(0)=\sqrt2\,\psi'(0)\). Hence

\[
\Delta=\frac{2\hbar^2}{m}\psi(0)\psi'(0). \tag{2}
\]

The splitting therefore measures the square of the tail amplitude, with \(\psi\) normalized in its well.

Now use WKB for \(\psi\). Inside the well it is \(Cp^{-1/2}\cos(\int p\,dx/\hbar-\pi/4)\), with the integral taken from the inner turning point. Replacing \(\cos^2\) by \(1/2\), as the standard derivation does, and using \(\int dx/p=\pi/(m\omega)\) (half a period divided by \(m\)), normalization gives \(C^2=2m\omega/\pi\). If the potential is linear near the turning point, the solution there is an Airy function. Its two asymptotic forms connect the cosine to the tail

\[
\psi=\frac{C}{2\sqrt{|p|}}\exp\left(-\frac1\hbar\int|p|\,dx\right). \tag{3}
\]

From the turning point to \(x=0\) the exponent is \(-\theta/2\). By symmetry \(|p|\) is stationary at \(x=0\), so \(\psi'(0)=|p(0)|\psi(0)/\hbar\). Equation (2) becomes

\[
\Delta=\frac{2\hbar^2}{m}\,\frac{|p(0)|}{\hbar}\,\frac{m\omega}{2\pi|p(0)|}e^{-\theta}=\frac{\hbar\omega}{\pi}e^{-\theta}.
\]

This is (1). Its prefactor rests on the normalization of the oscillatory WKB function and on the Airy connection. The normalization step is itself uncontrolled for the ground state. There the phase \(\varphi=\int p\,dx/\hbar\) runs only from \(0\) to \(\pi/2\), so \(\cos^2(\varphi-\pi/4)=(1+\sin2\varphi)/2\) never falls below \(1/2\), and its average with weight \(dx/p\) in a parabolic well is 0.69. The factor computed below measures the two steps together.

**Where the error estimate fails**

A relative error of order \(\hbar\) requires turning points that stay a fixed distance apart as \(\hbar\to0\). For the ground doublet they do not. Let \(y\) be the distance from a minimum and \(u=y/\ell\). Near the minimum the Schrödinger equation is

\[
\psi_{uu}=(u^2-1)\psi ,
\]

with turning points at \(u=\pm1\) for every \(\hbar\). Near \(u=1\) the coefficient is \(2(u-1)\), so the Airy region has width about \(2^{-1/3}\approx0.8\), comparable with the separation \(2\). Reducing \(\hbar\) shrinks the whole picture without improving the approximation. A fixed numerical error is thus possible, and it can be calculated because the oscillator states are known.

It costs little to treat level \(n\) of the well at once. Put \(\nu=n+1/2\), so that the turning point is at \(u=\sqrt{2\nu}\). For \(u\gg\sqrt{2\nu}\),

\[
\int_{\sqrt{2\nu}}^{u}\sqrt{s^2-2\nu}\,ds
=\frac{u\sqrt{u^2-2\nu}}2-\nu\ln\frac{u+\sqrt{u^2-2\nu}}{\sqrt{2\nu}}
\to\frac{u^2}{2}-\frac{\nu}{2}-\nu\ln\frac{2u}{\sqrt{2\nu}}. \tag{4}
\]

The square of (3), with \(|p|\to\hbar u/\ell\) and \(C^2/4=m\omega/2\pi\), is

\[
\rho_{\rm WKB}=\frac{1}{2\pi\ell u}\,e^{-u^2+\nu}\left(\frac{2u^2}{\nu}\right)^{\nu}.
\]

The oscillator state has density \(H_n^2e^{-u^2}/(2^nn!\sqrt\pi\,\ell)\), and \(H_n\to(2u)^n\), so

\[
\rho_{\rm true}=\frac{2^nu^{2n}}{n!\sqrt\pi\,\ell}e^{-u^2}.
\]

In the ratio the powers of \(u\) cancel, because \(2n+1=2\nu\), and \(2^{n+1-\nu}=\sqrt2\). Therefore

\[
g_n=\frac{\rho_{\rm true}}{\rho_{\rm WKB}}
=\frac{\sqrt{2\pi}}{n!}\left(\frac{n+\frac12}{e}\right)^{n+1/2},
\qquad g_0=\sqrt{\frac{\pi}{e}}\approx1.0750. \tag{5}
\]

A cubic term in \(V\) changes the exponent of the tail by order \(y^3/(a\ell^2)\). For \(\ell\ll y\ll(a\ell^2)^{1/3}\), a range that opens as \(\ell/a\to0\), the oscillator form therefore still holds and the decaying WKB form has become accurate. The true level differs from \(\hbar\omega/2\) by order \(\hbar^2\); this changes the barrier exponent by \(\hbar^{-1}\int m\,dx/|p|\) times that shift, which vanishes as \(\hbar\ln(1/\hbar)\). From there to the barrier centre, the true and the Airy-connected tails follow the same decaying solution and keep their ratio. Equation (2) is quadratic in the tail, so

\[
\frac{\Delta}{\Delta_{\rm WKB}}\to\sqrt{\frac{\pi}{e}}\qquad(\hbar\to0). \tag{6}
\]

The manuscript's formula is thus low by a factor that does not tend to one. Relative to the true splitting it lacks about 7%.

The same argument applies to a doublet of fixed \(n\) and gives \(g_n\). The values are 1.0275 for \(n=1\) and 1.0040 for \(n=10\). Stirling's formula \(n!\approx\sqrt{2\pi}(\nu/e)^\nu\) gives \(g_n\to1\) for large \(n\). The tail (3) with \(C^2=2m\omega/\pi\) thus becomes accurate for high levels, and so does the WKB splitting as long as \(\theta\gg1\); close under the barrier top it fails again. At finite \(\hbar\) this helps when \(\theta\) is taken at an accurate energy of the level, such as its Bohr–Sommerfeld value, with the classical frequency there as a smaller refinement. The harmonic value \((n+\frac12)\hbar\omega\) is off by order \(n^2\hbar^2\), and this error enters the exponent. For the quartic well treated below, at \(S_0/\hbar=192\) and \(n=5\), a level at 15% of the barrier height, the numerical splitting is 1.007 times the quantized estimate but 0.59 times the estimate with harmonic energy and frequency.

**What the instanton formula contains**

The authors may object that (6) has not yet been compared with the path integral. Consider the amplitude \(\langle a|e^{-HT/\hbar}|-a\rangle\) for large imaginary time \(T\). The lowest doublet contributes

\[
2|\psi_+(a)|^2e^{-\bar ET/\hbar}\sinh\frac{\Delta T}{2\hbar},
\]

where \(\bar E\) is the mean energy and \(|\psi_-(a)|=|\psi_+(a)|\) up to exponentially small terms.

In the path integral, the classical path between the minima obeys \(m\dot x^2/2=V\). Its action is

\[
S_0=\int m\dot x^2d\tau=\int_{-a}^{a}\sqrt{2mV}\,dx .
\]

Suppose each crossing contributes \(Ke^{-S_0/\hbar}d\tau_0\) relative to a path resting in a well. Then \(N\) well-separated crossings contribute \((KTe^{-S_0/\hbar})^N/N!\), and odd \(N\) sum to a hyperbolic sine. Comparison gives

\[
\Delta=2\hbar Ke^{-S_0/\hbar}. \tag{7}
\]

Separation is justified because the typical interval \(e^{S_0/\hbar}/K\) is far longer than the crossing time, of order \(1/\omega\).

To find \(K\), expand the path about one crossing in normalized modes \(\phi_j\) of \(M=-\partial_\tau^2+V''(x(\tau))/m\), with coefficients \(c_j\). The quadratic action is \((m/2)\sum\lambda_jc_j^2\). With measure \(\sqrt{m/2\pi\hbar}\,dc_j\), each mode gives \(\lambda_j^{-1/2}\). The exception is the zero mode \(\phi_0=\sqrt{m/S_0}\,\dot x\), which shifts the crossing in time. A shift \(d\tau_0\) changes the path by \(\dot x\,d\tau_0\), so \(dc_0=\sqrt{S_0/m}\,d\tau_0\). With \(M_0=-\partial_\tau^2+\omega^2\) for the resting path,

\[
K=\sqrt{\frac{S_0}{2\pi\hbar}}\left(\frac{\det M_0}{\det{}'M}\right)^{1/2}, \tag{8}
\]

where the prime removes the lowest eigenvalue.

The determinants are evaluated on \(-L<\tau<L\) with vanishing end values and \(\omega L\gg1\). On a grid of spacing \(\epsilon\), the determinants \(D_j\) of the leading \(j\times j\) blocks of \(\epsilon^2M\) satisfy

\[
D_j=(2+\epsilon^2U_j)D_{j-1}-D_{j-2},\qquad U=V''/m .
\]

As \(\epsilon\to0\), \(\epsilon D_j\) becomes the solution of \(y''=Uy\) with \(y(-L)=0\), \(y'(-L)=1\). Hence \(\det M/\det M_0=y(L)/y_0(L)\), where \(y_0(L)=\sinh(2\omega L)/\omega\approx e^{2\omega L}/2\omega\).

Let \(\phi_0\to Be^{-\omega|\tau|}\) at large \(|\tau|\). A second solution is

\[
\chi=\phi_0\int_0^\tau\frac{d\tau'}{\phi_0^2},\qquad
\chi(L)=-\chi(-L)\approx\frac{e^{\omega L}}{2\omega B},
\]

with \(\phi_0\chi'-\phi_0'\chi=1\). The required solution is \(y(\tau)=\phi_0(-L)\chi(\tau)-\chi(-L)\phi_0(\tau)\), and

\[
y(L)=2\phi_0(L)\chi(L)=\frac1\omega,\qquad \frac{\det M}{\det M_0}=2e^{-2\omega L}.
\]

The box lifts the zero mode to a small eigenvalue \(\lambda\). For \(y''=(U-\lambda)y\) the first-order change at the end is

\[
\delta y(L)=-\lambda\int_{-L}^{L}[\phi_0(s)\chi(L)-\chi(s)\phi_0(L)]\,y(s)\,ds\approx-\lambda\chi(L)^2 .
\]

The retained term uses \(\int\phi_0^2=1\); cross terms vanish by parity, and the remaining term is smaller by a factor of order \(e^{-2\omega L}\). The eigenvalue makes the end value zero:

\[
\lambda=\frac{1}{\omega\chi(L)^2}=4\omega B^2e^{-2\omega L},\qquad
\frac{\det M_0}{\det{}'M}=\frac{\lambda}{2e^{-2\omega L}}=2\omega B^2. \tag{9}
\]

The amplitude \(B\) follows from the trajectory through \(x=0\) at \(\tau=0\). Define

\[
A=\int_0^a\left[\frac{m\omega}{\sqrt{2mV}}-\frac1{a-x}\right]dx .
\]

Then, as \(x\to a\),

\[
\omega\tau=\int_0^x\frac{m\omega\,dx'}{\sqrt{2mV}}\to A+\ln\frac{a}{a-x},
\]

so \(a-x\to ae^{A}e^{-\omega\tau}\) and \(\dot x\to\omega ae^{A}e^{-\omega\tau}\). This gives \(B=\sqrt{m/S_0}\,\omega ae^A\). In (8) the factors \(S_0\) cancel, leaving \(K=\omega(a/\ell)e^A/\sqrt\pi\), and (7) becomes

\[
\Delta_{\rm inst}=\frac{2\hbar\omega}{\sqrt\pi}\,\frac a\ell\,e^{A-S_0/\hbar}. \tag{10}
\]

**The same expansion for the WKB formula**

Formula (1) must be brought to this form before prefactors are compared, since \(\theta\) is taken at \(E=\hbar\omega/2\) and \(S_0\) at zero energy. Divide half the barrier at distance \(\delta\) from the minimum and put \(U_\delta=\delta/\ell\). In the outer part, from \(0\) to \(a-\delta\), expand the root to first order in \(E\):

\[
\frac1\hbar\int_0^{a-\delta}\left[\sqrt{2mV}-\frac{m\hbar\omega}{2\sqrt{2mV}}\right]dx
\to\frac{S_0}{2\hbar}-\frac{U_\delta^2}{2}-\frac12\left(A+\ln\frac a\delta\right).
\]

In the inner part the potential is a parabola, and (4) with \(\nu=1/2\) gives \(U_\delta^2/2-1/4-\frac12\ln(2U_\delta)\). The next term in \(E\) contributes errors of order \(\ell^2/\delta^2\), and a cubic term in \(V\) contributes errors of order \(\delta^3/(a\ell^2)\). Both vanish if \(\ell\ll\delta\ll(a\ell^2)^{1/3}\), a range that opens as \(\ell/a\to0\). Adding the parts and doubling removes \(\delta\):

\[
\theta=\frac{S_0}{\hbar}-A-\frac12-\ln\frac{2a}{\ell}+o(1). \tag{11}
\]

Therefore

\[
\Delta_{\rm WKB}\to\frac{2\hbar\omega}{\pi}\sqrt e\,\frac a\ell\,e^{A-S_0/\hbar},
\qquad
\frac{\Delta_{\rm inst}}{\Delta_{\rm WKB}}\to\frac{\pi}{\sqrt{\pi e}}=\sqrt{\frac\pi e}.
\]

This agrees with (6), which was obtained from the wave function without a path integral. The two formulas share the exponential and the power of \(\hbar\); they differ in a pure number.

Adjusting the energy in (1) does not remove the discrepancy. The Bohr–Sommerfeld energy \(E_{\rm BS}\), for which the action across one well is \(\pi\hbar/2\), differs from \(\hbar\omega/2\) by order \(\hbar^2\). Since \(\partial\theta/\partial E=-\hbar^{-1}\int m\,dx/|p|\), and this integral grows only as \(\ln(a/\ell)\), the change in \(\theta\) vanishes as \(\hbar\ln(1/\hbar)\). The classical frequency at \(E_{\rm BS}\) differs from \(\omega\) by order \(\hbar\). The limiting ratio stays the same.

**Why the manuscript's comparison can look favourable**

Take \(V=V_0(x^2/a^2-1)^2\), with the model parameters \(m=2000\,m_e\), \(a=1\) bohr and \(V_0=0.025\) hartree. In atomic units \(\hbar=1\), and

\[
\omega=\sqrt{\frac{8V_0}{ma^2}}=\sqrt{\frac{0.2}{2000}}=0.01,\qquad m\omega a^2=20 .
\]

Since \(V_0=m\omega^2a^2/8\), \(\sqrt{2mV}=m\omega(a^2-x^2)/(2a)\) between the minima. Integration gives \(S_0=\frac23m\omega a^2=40/3\). The integrand of \(A\) is \(2a/(a^2-x^2)-1/(a-x)=1/(a+x)\), so \(A=\ln2\). Then (10) gives

\[
\Delta_{\rm inst}=4(0.01)\sqrt{20/\pi}\,e^{-40/3}=1.635\times10^{-7}\ \text{hartree}.
\]

For (1), quadrature gives \(\theta=9.9198\), and

\[
\Delta_{\rm WKB}=\frac{0.01}{\pi}e^{-9.9198}=1.566\times10^{-7}\ \text{hartree}.
\]

Numerical solution of the Schrödinger equation for this model gives \(1.507\times10^{-7}\) hartree, or \(0.0331\ \mathrm{cm^{-1}}\). Relative to it, the instanton value is 8.5% high and the WKB value 3.9% high. Formula (1) does win here, and it even errs in the direction opposite to its asymptotic deficit.

The reason is visible in the product

\[
\frac{\Delta}{\Delta_{\rm WKB}}=\frac{\Delta}{\Delta_{\rm inst}}\,\frac{\Delta_{\rm inst}}{\Delta_{\rm WKB}}=0.922\times1.044=0.963 .
\]

The second factor has not reached 1.075, and the first, a finite-\(\hbar\) correction to the leading instanton formula, outweighs it. The low prefactor of (1) happens to offset part of that correction.

A more consistent WKB estimate uses \(E_{\rm BS}=0.004903\) hartree and the classical frequency there, \(\hbar\omega_{\rm cl}=0.009603\) hartree. With \(\theta=9.9771\) it gives

\[
\frac{0.009603}{\pi}e^{-9.9771}=1.420\times10^{-7}\ \text{hartree}.
\]

The numerical splitting is 1.061 times this value, so the deficit is already exposed at the same barrier.

Increasing \(S_0/\hbar\) for the quartic shape separates cancellation from convergence. The columns give the numerical splitting divided by each estimate:

| \(S_0/\hbar\) | instanton | formula (1) | quantized WKB |
|---:|---:|---:|---:|
| 12 | 0.913 | 0.951 | 1.059 |
| 24 | 0.958 | 1.010 | 1.068 |
| 48 | 0.979 | 1.041 | 1.072 |
| 96 | 0.990 | 1.057 | 1.074 |

The ratio for (1) passes through one between the first two rows and then moves away from it. Near that crossing the agreement is close and carries no asymptotic meaning. By \(S_0/\hbar=48\) the instanton formula is the closer of the two.

Extrapolation from the unrounded values behind the last three rows, removing terms in \(\hbar/S_0\) and its square, gives 1.0000 for the instanton column and 1.0750 for the quantized column. The sextic well \(V\propto(x^2/a^2-1)^2(1+x^2/a^2)\) gives the same two limits to these digits, although at \(S_0/\hbar=24\) its finite-\(\hbar\) corrections are larger. The numerical check tests these limits, the determinant ratio (9), the tail factors (5) and the surface formula (2).

**Requested correction**

The authors should withdraw the claim that (1) is the leading small-\(\hbar\) splitting of the ground doublet. The corrected WKB formula is

\[
\Delta\simeq\sqrt{\frac\pi e}\,\frac{\hbar\omega}{\pi}e^{-\theta}=\frac{\hbar\omega}{\sqrt{\pi e}}e^{-\theta}.
\]

It requires a symmetric well with quadratic minima and a doublet far below the barrier top. If \(V''(a)=0\), the oscillator state used in (5) is not the local ground state and the number changes. Near the barrier top the inner turning points approach each other, and the separate tails assumed in (3) no longer exist. The numerical comparison may remain, described as agreement at one barrier; the corrected prefactor would make (1) worse there, because it removes one of two errors that were partly cancelling.

## Values computed for the example and the checks

```
limit sqrt(pi/e) = 1.075048
quartic: S0/(m omega a^2) = 0.666667, A = 0.693147
  det ratio/omega^2: grid 11.9988, formula 12.0000
sextic: S0/(m omega a^2) = 0.514516, A = 1.386294
  det ratio/omega^2: grid 62.1738, formula 62.1944
instanton/plain WKB, quartic:
  h = 1e-02: 1.06581
  h = 1e-03: 1.07367
  h = 1e-04: 1.07486
  h = 1e-05: 1.07502
oscillator tail density, true/WKB:
  n = 0: numerical 1.07505, formula 1.07505
  n = 1: numerical 1.02751, formula 1.02751
  n = 2: numerical 1.01666, formula 1.01666
  n = 10: numerical 1.00397, formula 1.00397
quartic, ground: exact/instanton, exact/plain, exact/quantized
  S0/hbar = 12: 0.91268, 0.95062, 1.05928
  S0/hbar = 24: 0.95776, 1.01024, 1.06830
  S0/hbar = 48: 0.97918, 1.04096, 1.07190
  S0/hbar = 96: 0.98966, 1.05709, 1.07352
  extrapolated: instanton 0.99999, quantized 1.07503
sextic, ground: exact/instanton, exact/plain, exact/quantized
  S0/hbar = 24: 0.89487, 0.88888, 1.04963
  S0/hbar = 48: 0.94773, 0.97601, 1.06297
  S0/hbar = 96: 0.97394, 1.02277, 1.06916
  extrapolated: instanton 1.00000, quantized 1.07502
quartic, n=1: exact/instanton, exact/plain, exact/quantized
  S0/hbar = 24: 0.79938, 0.72385, 1.01947
  S0/hbar = 48: 0.89974, 0.85593, 1.02420
  S0/hbar = 96: 0.94984, 0.93222, 1.02598
  extrapolated: instanton 0.99989, quantized 1.02739
example: m = 2000 m_e, a = 1.0 bohr, V0 = 0.025 hartree
hbar omega = 0.010000 hartree, h = 0.0500
S0/hbar = 13.33333
exact mean energy = 0.00486690 hartree
Bohr-Sommerfeld energy = 0.00490268 hartree
hbar omega_cl at that energy = 0.00960301 hartree
theta: plain 9.91985, quantized 9.97706
exact: 1.50705e-07 hartree = 0.033076 cm^-1
instanton: 1.63458e-07 hartree = 0.035875 cm^-1
  exact/instanton = 0.92198
plain WKB: 1.56573e-07 hartree = 0.034364 cm^-1
  exact/plain WKB = 0.96252
quantized WKB: 1.41996e-07 hartree = 0.031165 cm^-1
  exact/quantized WKB = 1.06133
surface formula/exact = 0.9999981
grid splitting/exact = 1.0000000
```
